# Skin Depth and Megahertz Eddy-Current Sensing of a Micrometre Copper Film

**Question.** At what frequency does the skin depth of copper equal one micrometre? A polishing tool follows a copper film of about that thickness with an eddy-current coil working at megahertz frequencies. Does the coil sense the full film, and how does the answer scale with frequency and thickness?

**Answer.** The skin depth reaches one micrometre at about 4.3 GHz. At 1 MHz it is about 66 µm, and the back of a 1 µm film counts almost as much as its front. The coil does sense the full film, but what it reads is the sheet conductance, the product of conductivity and thickness. The film can nevertheless screen the coil field appreciably, because screening depends on the width of the field pattern as well as on the skin depth.

**The field equation and the frequency**

Let a wide, unbroken copper film fill $0<z<t$, with the polished face, which is nearest the coil, at $z=0$. Its conductivity is $\sigma=1/\rho$, it is nonmagnetic, and for now no other conductor is present. Fields vary in time as $e^{i\omega t}$, with $\omega=2\pi f$.

A coil field can be built from components of different lateral wave number $k$. Take one of them, with vector potential $A_y=A(z)\cos kx$. It has zero divergence, and its currents run along $y$ without piling up charge. Faraday's law then gives $E_y=-i\omega A_y$, and Ohm's law gives $J_y=-i\omega\sigma A_y$. With displacement current neglected, Ampère's law is $\nabla^2A_y=-\mu_0J_y$, so

$$A''-k^2A=i\omega\mu_0\sigma A .$$

Define the skin depth by $\delta^2=2/(\omega\mu_0\sigma)=\rho/(\pi\mu_0 f)$. Then

$$A''=q^2A,\qquad q^2=k^2+\frac{2i}{\delta^2}.$$

If $k\delta\ll1$, then $q\approx(1+i)/\delta$, because $(1+i)^2=2i$. In a very thick conductor the decaying solution $e^{-qz}$ has magnitude $e^{-z/\delta}$. Solving the definition of $\delta$ for the frequency at which it equals a chosen depth $d$ gives

$$f_d=\frac{\rho}{\pi\mu_0d^2}.$$

With the rough value $\rho=1.7$ µΩ cm $=1.7\times10^{-8}$ Ω m and $d=1$ µm,

$$f_d=\frac{1.7\times10^{-8}}{\pi(4\pi\times10^{-7})(10^{-6})^2}\ \text{Hz}\approx4.3\ \text{GHz}.$$

The frequency rises as $1/d^2$, and the skin depth falls as $1/\sqrt f$. It is 66 µm at 1 MHz and 21 µm at 10 MHz.

**The field inside a thin film**

The law $e^{-z/\delta}$ belongs to a thick conductor. A film has a back face, and the field must be matched there. For an incident amplitude of 1 at the front face, the field on the coil side is $e^{-kz}+Re^{kz}$, and behind the film it is $Te^{-k(z-t)}$. Both $A$ and $A'$ are continuous, because the film is nonmagnetic and carries no infinitely thin current sheet.

At the back, therefore, $A(t)=T$ and $A'(t)=-kT$. The solution inside the film with these values is

$$A(z)=T\left[\cosh q(t-z)+\frac kq\sinh q(t-z)\right].$$

At the front, write $C=\cosh qt$ and $S=\sinh qt$. Continuity of $A$ gives

$$1+R=T\left(C+\frac kqS\right).$$

Continuity of the slope gives $-k(1-R)=-T(qS+kC)$, or

$$1-R=T\left(C+\frac qkS\right).$$

Adding the two equations removes $R$:

$$T=\frac1{C+\dfrac{k^2+q^2}{2kq}S}.$$

For small $|q|t$, use $C\approx1+q^2t^2/2$ and $S\approx qt$. The ratio of front to back field becomes

$$\frac{A(0)}{A(t)}=C+\frac kqS\approx1+kt+i\frac{t^2}{\delta^2},$$

where $k^2t^2/2$ has been dropped beside $kt$. The term $kt$ is the ordinary spreading of the coil field. The skin effect enters at second order in $t/\delta$, and first as a phase. The reason is the condition at the back face: the slope there is $-kA$, which is nearly flat on the scale of $\delta$, and a thin film leaves little depth in which the slope can grow.

For the example take a lateral length $1/k=2$ mm, a rough value for a loop of about 3 mm radius held about 1 mm from the film (a smaller or closer coil gives a shorter length). At 1 MHz, $kt=5.0\times10^{-4}$ and $t^2/\delta^2=2.3\times10^{-4}$. The back field is 0.05 % weaker than the front field. The thick-conductor law would have predicted a loss of 1.5 %.

**How much each depth counts**

The coil responds to the reflected amplitude $R$, so the useful question is how $R$ changes when the conductivity changes at some depth. Compare two profiles, $\sigma_1(z)$ and $\sigma_2(z)$, under the same incident field. Their fields obey

$$(A_1A_2'-A_2A_1')'=A_1A_2''-A_2A_1''=i\omega\mu_0(\sigma_2-\sigma_1)A_1A_2 .$$

Integrate from the front to a plane behind both films. At that plane $A_j'=-kA_j$, so the bracket vanishes. At the front, $A_j=1+R_j$ and $A_j'=-k(1-R_j)$, and the bracket is

$$-k[(1+R_1)(1-R_2)-(1+R_2)(1-R_1)]=2k(R_2-R_1).$$

The integral equals the back value minus the front value, hence

$$R_2-R_1=-\frac{i\omega\mu_0}{2k}\int(\sigma_2-\sigma_1)A_1A_2\,dz .$$

For a small change, $A_1A_2\approx A^2$. A slice therefore counts in proportion to $A(z)^2$, a complex weight whose phase matters when contributions are added. For a thin film the back-to-front ratio of weights is

$$\frac{A(t)^2}{A(0)^2}\approx1-2kt-2i\frac{t^2}{\delta^2}.$$

At 1 MHz its magnitude is 0.999 and its phase is −0.03°. At 10 MHz the magnitude is still 0.999 and the phase is −0.3°. In this sense the coil senses the full film. For this depth weighting the choice of 2 mm is not critical: for lateral lengths from 0.5 to 10 mm, $2kt$ runs from 0.4 % down to 0.02 %.

At 4.3 GHz, where $t=\delta$, the full expression must be used. The back field is then 77 % of the front field, well above the 37 % of the thick-conductor law. The weight ratio has magnitude 0.60 and phase −100°, so the contributions of front and back are far out of phase.

The same scaling tells when the front and back of a thicker film stop counting alike. At $t=0.3\,\delta$ the phase difference is about $2(0.3)^2=0.18$ rad, or 10°. This thickness is about 20 µm at 1 MHz and 6 µm at 10 MHz.

**What the signal measures**

For $kt\ll1$ and $t\ll\delta$, put $C\approx1$ and $S\approx qt$ into $T$. The denominator becomes

$$1+\frac{(k^2+q^2)t}{2k}=1+kt+\frac{it}{k\delta^2}.$$

Dropping $kt$ leaves

$$T\approx\frac1{1+ip},\qquad R\approx T-1=-\frac{ip}{1+ip},\qquad p=\frac t{k\delta^2}=\frac{\omega\mu_0\sigma t}{2k}.$$

To this order $\sigma$ and $t$ enter as the product $\sigma t$. A thinner film and a more resistive film give the same reading if their sheet conductances agree, and changing the frequency does not separate them as long as $t\ll\delta$.

The number $p$ measures screening, and it can be large even when $t/\delta$ is small, because currents spread over the lateral length $1/k$ act together. At 1 MHz,

$$p=\frac{10^{-6}}{500\,(65.6\times10^{-6})^2}\approx0.46,$$

which gives $|T|=1/\sqrt{1+p^2}=0.91$ and $|R|=p/\sqrt{1+p^2}=0.42$. With frequency, resistivity and coil distance held fixed, $|R|$ falls to 0.23 at 0.5 µm and to 0.046 at 0.1 µm. The corresponding sheet resistances $\rho/t$ are 17, 34 and 170 mΩ per square. The signal becomes proportional to thickness once $p\ll1$.

To find the response to thickness, add a slice $dt$ at the back, where the field is $T$. The weight formula gives

$$\frac{dR}{d\ln t}=-ipT^2,\qquad\left|\frac{dR}{d\ln t}\right|\approx\frac p{1+p^2}.$$

Holding the front face fixed while the thickness changes describes polishing if the pad keeps the exposed face at a constant distance from the coil. The derivative of $p/(1+p^2)$ with respect to $p$ is $(1-p^2)/(1+p^2)^2$, so the response peaks at $p=1$, at the frequency

$$f_s=\frac{k\rho}{\pi\mu_0t}.$$

When $d=t$, this is $kt\,f_d=(5.0\times10^{-4})(4306\ \text{MHz})\approx2.2$ MHz. For this film and field width, the low megahertz range gives the largest change of $R$ for a given fractional change of thickness. The response is 0.38 at 1 MHz and 0.21 at 10 MHz. At 4.3 GHz, $p|T|^2$ with the full $T$ is about $5\times10^{-4}$: the film reflects nearly all of the incident field, and its thickness hardly alters $R$.

This optimum refers to the complex reflected field relative to the incident field. The response of $|R|$ alone is $p/(1+p^2)^{3/2}$, which peaks at $p=1/\sqrt2$, here 1.5 MHz. The imaginary part $-p/(1+p^2)$, which sets the resistance added to the coil, is stationary at $p=1$, so a sensor that reads only the loss has no first-order response to thickness there. The voltage induced in a pickup coil at fixed drive current carries another factor $\omega$, so as long as $t\ll\delta$ its response varies as $p^2/(1+p^2)$, which levels off above $f_s$ instead of peaking there. A real coil also mixes several values of $k$, so $f_s$ is an estimate of scale.

**A real polishing tool**

A copper film near 1 µm and a coil field a few millimetres wide are reasonable round values for copper polishing. Even when the coil distance is known, errors arise if sheet conductance is read directly as thickness.

*Heating.* With a rough temperature coefficient of 0.39 % per kelvin, a 20 K rise increases $\rho$ by 7.8 %. An uncorrected reading of a 1 µm film would be $1/1.078=0.93$ µm.

*Surface scattering.* Suppose that electrons leave each face with no memory of their drift. An electron at distance $s$ from the face it left, moving at direction cosine $m$ to the normal, has lost a fraction $e^{-s/(\lambda m)}$ of its current, where $\lambda$ is the mean free path. The normalized current weight of its direction is $\tfrac32(1-m^2)\,dm$. For $t\gg\lambda$, the average over depth is $\lambda m/t$, and the fractional loss of conductivity is

$$\frac{3\lambda}{2t}\int_0^1(1-m^2)m\,dm=\frac{3\lambda}{8t}.$$

A free-electron estimate with density $n=8.5\times10^{22}$ cm⁻³ gives $\tau=m_e\sigma/(ne^2)\approx25$ fs. Multiplied by the Fermi speed $\hbar(3\pi^2n)^{1/3}/m_e$, this gives $\lambda\approx39$ nm. The loss is 1.5 % at 1 µm but about 15 % at 0.1 µm, so a calibration made on thick copper underestimates thin copper. Fully diffuse faces give the upper bound of this surface term. Scattering at grain boundaries is not included; it depends on grain size and is of comparable magnitude when the grains are about as large as the film is thick.

*The wafer.* A conducting wafer adds its own sheet conductance. Treated as a thin sheet, 775 µm of silicon at 10 Ω cm counts as 0.13 nm of copper, which is negligible. At 0.01 Ω cm it counts as 132 nm. Its deeper slices are weighted by about $e^{-2kz}$, which lowers this to roughly 90 nm for $1/k=2$ mm (about 40 nm for 0.5 mm and 120 nm for 10 mm). That is still comparable with the copper left near the endpoint, so such a background must be subtracted, from the sheet conductance rather than from the signal unless $p\ll1$.

The wide-film assumption fails when polishing breaks the copper into separate lines or islands. Millimetre-wide current loops are then interrupted, and the formulas above no longer convert the signal into the remaining thickness.

The approximations made in the field equation itself are mild. Even at 4.3 GHz, displacement current in the copper is about $\omega\epsilon_0\rho=4\times10^{-9}$ of the conduction current, $\omega\tau$ is $7\times10^{-4}$, and $\lambda/\delta$ is 0.04. Retardation in empty space around the film enters through $(\omega/ck)^2$, which is 3 % at 4.3 GHz and $2\times10^{-9}$ at 1 MHz. A dielectric multiplies this by its relative permittivity. At megahertz frequencies it stays negligible, but at 4.3 GHz it is about 38 % in silicon and exceeds 1 in water. The gigahertz value of the thickness response therefore holds for empty surroundings only, while the back-to-front ratios inside the film are unaffected.

Numbers in the example were calculated in double precision.
